# Square-root magnetoconductivity from weak localization in three dimensions, part 2

In a disordered metal, an electron can run round a closed loop in two opposite senses. Their interference raises the probability of return and lowers the conductivity. A magnetic field $B$ along $z$ suppresses this interference in long loops. We seek the conductivity it restores, $\Delta\sigma=\sigma(B)-\sigma(0)$.

The model is a single isotropic parabolic band with short-range disorder that does not act on the spin, $k_Fl_e\gg1$ and $l_B\gg l_e$. The electron charge is $-e$, and $\hbar$ is written out. Here $k_F$ and $v_F$ are the Fermi wavenumber and velocity, $\tau$ is the scattering time, $l_e=v_F\tau$ the mean free path, $D=v_F^2\tau/3$ the diffusion constant and $\tau_\phi$ the phase-coherence time. Further, $L_\phi=\sqrt{D\tau_\phi}$, $l_B=\sqrt{\hbar/(eB)}$ and $G_0=e^2/(2\pi^2\hbar)$. The Drude conductivity is $\sigma_0=ne^2\tau/m$, with density $n=k_F^3/(3\pi^2)$ and band mass $m$; below, $n$ and $m$ also serve as summation indices.

Without a field, the interference correction is

$$\delta\sigma=-\frac{2e^2}{\pi\hbar}\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{q^2+L_\phi^{-2}},$$

where $\mathbf q$ is the total wavevector of the pair running in opposite senses. With a cutoff $Q$ of order $1/l_e$, it becomes

$$\delta\sigma(0)=-\frac{e^2Q}{\pi^3\hbar}+\frac{e^2}{2\pi^2\hbar L_\phi}.$$

As a sum over loop durations $t$, it reads

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int_{\sim\tau}^{\infty}\!dt\,\frac{e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}.$$

The single-loop argument of the first half removed all loops with $t>l_B^2/D$ and left the others untouched. For $\tau_\phi\to\infty$ this sharp cut gave $\Delta\sigma\approx G_0/(\sqrt\pi\,l_B)$, with $1/\sqrt\pi\approx0.56$.

One step of the pair's ladder of collisions has weight $P(q)=\frac{\arctan(ql_e)}{ql_e}$, the full ladder step, approximated by $1-D\tau q^2$ for $ql_e\ll1$. In the field, the part of $q^2$ perpendicular to $z$ takes discrete values,

$$q_\perp^2\;\to\;\frac{4}{l_B^2}\left(n+\tfrac12\right),\qquad n=0,1,2,\dots$$

Each level holds $1/(\pi l_B^2)$ states per unit area, and $q_z$ is unchanged.

### The sum over levels

For each level, put $a^2=(4/l_B^2)(n+\tfrac12)+L_\phi^{-2}$. With

$$\delta=\frac{l_B^2}{4L_\phi^2}$$

this is $a=(2/l_B)\sqrt{n+\tfrac12+\delta}$. The $q_z$ integral is $\int dq_z/(2\pi)\,(q_z^2+a^2)^{-1}=1/(2a)$. Multiplying by the density of states,

$$\delta\sigma(B)=-\frac{2e^2}{\pi\hbar}\,\frac{1}{\pi l_B^2}\sum_n\frac{l_B}{4\sqrt{n+\frac12+\delta}}=-\frac{G_0}{l_B}\sum_n\frac{1}{\sqrt{n+\frac12+\delta}}.$$

The sum diverges at large $n$, just as the zero-field integral diverges at large $q$. The two must be subtracted with the same cutoff. At zero field write $q_\perp^2=(4/l_B^2)\nu$. Then $d^2q_\perp/(2\pi)^2=d(q_\perp^2)/(4\pi)=d\nu/(\pi l_B^2)$, so one unit of $\nu$ holds as many states as one level. The field gathers the states of the cell $n<\nu<n+1$ at its midpoint. The cell contributes

$$\int_n^{n+1}\frac{d\nu}{\sqrt{\nu+\delta}}=2\sqrt{n+1+\delta}-2\sqrt{n+\delta}$$

at zero field. Therefore

$$\Delta\sigma=\frac{G_0}{l_B}F(\delta),\qquad F(\delta)=\sum_{n=0}^\infty\left[2\sqrt{n+1+\delta}-2\sqrt{n+\delta}-\frac{1}{\sqrt{n+\frac12+\delta}}\right].$$

The function $(\nu+\delta)^{-1/2}$ is convex, so its mean over a cell exceeds its midpoint value. Every term is positive, and the magnetoconductivity is positive. The terms fall as $n^{-5/2}$, so the cutoff may be removed.

### Closed form

The Hurwitz zeta function is $\zeta(s,a)=\sum_{n\ge0}(n+a)^{-s}$ for $s>1$. For such $s$ and $a=\tfrac12+\delta$,

$$\sum_{n=0}^\infty\left[(n+a)^{-s}-\int_n^{n+1}(\nu+\delta)^{-s}d\nu\right]=\zeta(s,a)-\frac{\delta^{1-s}}{s-1}.$$

The terms on the left fall as $n^{-s-2}$, so the left side remains analytic down to $s=\tfrac12$, and the right side continues it. At $s=\tfrac12$ the last term is $+2\sqrt\delta$, and the left side is $-F$. Hence

$$F(\delta)=-2\sqrt\delta-\zeta\left(\tfrac12,\tfrac12+\delta\right).$$

At $\delta=0$, the sum over half-integers is $2^s$ times the sum over odd integers, which gives $\zeta(s,\tfrac12)=(2^s-1)\zeta(s)$. Thus

$$F(0)=-(\sqrt2-1)\,\zeta(\tfrac12)=0.605.$$

The sharp cut in the first half gave 0.56 for this number. The closed form agrees with the direct series to $10^{-8}$ at $\delta=0$, $0.001$, $0.1$ and $2$.

### Third limit: strong and weak fields

For small $\delta$, use $\partial_a\zeta(s,a)=-s\,\zeta(s+1,a)$:

$$F(\delta)\approx0.605-2\sqrt\delta+\tfrac12\zeta(\tfrac32,\tfrac12)\,\delta=0.605-2\sqrt\delta+2.388\,\delta.$$

Since $2\sqrt\delta=l_B/L_\phi$, the magnetoconductivity is

$$\Delta\sigma\approx G_0\left[\frac{0.605}{l_B}-\frac{1}{L_\phi}+\frac{0.597\,l_B}{L_\phi^2}\right].$$

The first term is the square-root law. For the single isotropic band assumed here, its coefficient contains no property of the material:

$$\Delta\sigma\to0.605\,\frac{e^2}{2\pi^2\hbar}\sqrt{\frac{eB}{\hbar}}=2.91\ \mathrm{S/cm}\times\sqrt{B/\mathrm{T}}.$$

The second term does not depend on field. It is the coherence term $+G_0/L_\phi$ of $\delta\sigma(0)$, now subtracted. A plot of $\Delta\sigma$ against $\sqrt B$ therefore approaches a straight line of universal slope that misses the origin. Proportionality in the strict sense needs $l_B/L_\phi\ll0.605$, and the relative error decreases only as $B^{-1/2}$.

For large $\delta$, let $f(\nu)=(\nu+\delta)^{-1/2}$. The difference between cell mean and midpoint value is $f''/24$ to leading order. Summing over cells gives $-f'(0)/24$, with $f'(0)=-\tfrac12\delta^{-3/2}$. So $F\approx\delta^{-3/2}/48$. With $\delta^{-3/2}=8L_\phi^3/l_B^3$,

$$\Delta\sigma\approx\frac{e^2L_\phi^3}{12\pi^2\hbar\,l_B^4}\propto B^2.$$

In weak fields $\tau_\phi$ ends the loops before the flux can dephase them.

### The loop picture made quantitative

The factor by which the field reduces loops of duration $t$ follows from the same levels. With $x=2Dt/l_B^2$, the geometric series gives

$$\frac{1}{\pi l_B^2}\sum_ne^{-2x(n+1/2)}=\frac{1}{2\pi l_B^2\sinh x}.$$

The zero-field value is $1/(4\pi Dt)$, and the ratio is $x/\sinh x$. Thus

$$\Delta\sigma=\frac{2e^2D}{\pi\hbar}\int_0^\infty\!dt\,\frac{e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}\left[1-\frac{x}{\sinh x}\right].$$

The bracket is $x^2/6$ for short loops, so the integral converges at its lower end. It tends to one for $t\gg l_B^2/D$, as the single-loop argument supposed. For the film below, this integral agrees with the closed form to within 0.01 % at 0.01, 0.1, 1 and 5 T.

### A thick indium-zinc-oxide film

Take a degenerate amorphous indium-zinc-oxide film at 2 K, with rough typical values: density $10^{20}$ cm$^{-3}$, mobility 40 cm²/Vs and effective mass $0.3\,m_e$. The phase time is set to 100 ps and the thickness to 1000 nm. The field is perpendicular to the film. These inputs give $l_e=3.78$ nm, $k_Fl_e=5.4$, $D=6.98$ cm²/s and a Drude conductivity of 641 S/cm. The coherence length is

$$L_\phi=\sqrt{6.98\times10^{-4}\ \mathrm{m^2/s}\times10^{-10}\ \mathrm s}=264\ \mathrm{nm}.$$

At 1 T, $l_B=25.66$ nm and $\delta=25.66^2/(4\times264.3^2)=0.00236$. The expansion gives $F=0.6049-0.0971+0.0056=0.5134$, and

$$\Delta\sigma=\frac{1.233\times10^{-5}\ \mathrm S\times0.513}{25.66\times10^{-9}\ \mathrm m}=247\ \mathrm{S/m}=2.47\ \mathrm{S/cm}.$$

This is 0.39 % of the Drude conductivity. The pure square-root law gives 2.91 S/cm, which is 18 % more than the full expression. The local exponent $d\ln\Delta\sigma/d\ln B$ shows the slow approach:

| $B$ (T) | $l_B$ (nm) | $\Delta\sigma$ (S/cm) | exponent |
|---|---|---|---|
| 0.01 | 256.6 | 0.048 | 1.40 |
| 0.1 | 81.1 | 0.536 | 0.78 |
| 1 | 25.7 | 2.47 | 0.58 |
| 5 | 11.5 | 6.05 | 0.54 |

At 1 and 5 T the exponent exceeds one half because of the constant offset, $-0.47$ S/cm here, which is a larger share of a smaller signal. At 0.01 T, where $l_B\approx L_\phi$, the expansion for small $\delta$ no longer holds, and the exponent is on its way to the weak-field value 2. The square-root law overestimates the full expression by less than 10 % above 2.9 T, where $l_B/L_\phi=0.057$. This threshold, like the table, belongs to the bulk diffusive formula and does not mark a usable window for the film. The mean free path bounds the field from above: $4D\tau/l_B^2$, which must be small, is 0.03 at 1 T, 0.08 at 2.9 T and 0.14 at 5 T. Keeping the full ladder step in place of $1-D\tau q^2$ lowers $\Delta\sigma$ by about 4, 9 and 12 % at these fields, and the pure law then lies about 20 % above it at all three. The surface term found below acts in the opposite direction.

### Faces of the film

Let the faces reflect the electrons. The pair modes are then cosines with $q_z=\pi m/t_f$, where $t_f$ is the thickness and $m=0,1,2,\dots$, and the integral over $q_z/2\pi$ becomes $(1/t_f)\sum_m$. Put $\delta_m=\delta+(l_B\pi m/t_f)^2/4$. The subtraction by cells now involves $1/(\nu+\delta_m)$, and

$$\sum_n\left[\ln\frac{n+1+\delta_m}{n+\delta_m}-\frac{1}{n+\frac12+\delta_m}\right]=\psi(\tfrac12+\delta_m)-\ln\delta_m,$$

where $\psi$ is the digamma function. The prefactor is $(2e^2/\pi\hbar)(1/\pi l_B^2)(l_B^2/4)=G_0$, so

$$\Delta\sigma_{\rm film}=\frac{G_0}{t_f}\sum_{m=0}^\infty\left[\psi(\tfrac12+\delta_m)-\ln\delta_m\right].$$

For $t_f\gg L_\phi$ the summand is smooth in $m$. By the trapezoidal rule the sum is then its integral, which is the bulk result, plus half the $m=0$ term. At 1 T and 1000 nm, the sum less this half term agrees with the bulk formula to within 0.1 %. The half term is a surface contribution, since reflection raises the return probability near a face. It lifts $\Delta\sigma$ from 2.47 to 2.72 S/cm, or by 10 %, although the film is almost forty magnetic lengths thick.

In a 50 nm film with all other parameters held fixed, $\Delta\sigma$ is 10.3 S/cm, 4.2 times the bulk value. There the $m=0$ mode dominates, and its field dependence for $\delta\ll1$ is logarithmic. The condition $l_B<t_f$ is thus not sufficient for the three-dimensional law.

### Other neglected effects at 1 T

Spin-orbit scattering rotates the spin by a matrix $U$ along a loop and by $U^{-1}$ along the reversed one. The interference acquires the factor $\tfrac12\mathrm{Tr}\,U^2=\cos\theta$ for a rotation by $\theta$. The trace of the corresponding rotation of a vector is $1+2\cos\theta$. If random isotropic rotations make that trace decay as $3e^{-t/\tau_s}$, the mean factor is $\tfrac32e^{-t/\tau_s}-\tfrac12$. Hence $F(\delta)$ is replaced by $\tfrac32F(\delta_s)-\tfrac12F(\delta)$, where $\delta_s=\delta+l_B^2/(4L_s^2)$ and $L_s=\sqrt{D\tau_s}$. For complete randomization the factor is $-\tfrac12$, and the magnetoconductivity changes sign. A sample of 40,000 random rotations gives $-0.499$. In the example, $L_s=266$ nm already lowers $\Delta\sigma$ by 10 %, so even weak spin-orbit scattering matters.

Other effects are smaller or less certain:

- Corrections of higher order in the disorder are not calculated here. The expansion parameter $1/(k_Fl_e)=0.18$ is not very small, so the digits given for $\Delta\sigma$ are values of the formula and should not be read as a prediction of that accuracy for a film.
- Loops shorter than $\tau$, for which diffusion is not valid, supply 0.015 % of the time integral. This share is not the whole error of the diffusion approximation. Longer loops are also affected, because the ladder step departs from $1-D\tau q^2$. The quantity $4D\tau/l_B^2$ indicates the order of magnitude of that error: a few per cent at 1 T and more than ten per cent at 5 T.
- The classical conductivity $\sigma_0/[1+(\mu B)^2]$, with mobility $\mu$, changes by $-\sigma_0(\mu B)^2=-0.010$ S/cm. This is the change of the tensor element $\sigma_{xx}$. The inverse of the longitudinal resistivity does not change classically for a single band with one scattering time.
- Zeeman splitting alters the interaction correction to the conductivity. The standard diffusion-channel formula, taken over here without derivation and with its coupling constant set to one, gives $-0.02$ S/cm. The term grows quickly with field: at 2 K the same formula gives $-0.4$ S/cm at 5 T. Once the Zeeman energy exceeds $k_BT$ it also varies as $\sqrt B$, and with coupling one it lowers the slope by about 13 % at 3 T and 20 % at 5 T.

At 300 K the effect is practically lost. With $\hbar/(k_BT)=25$ fs as a rough phase time, and $D$ unchanged, $L_\phi$ falls to 4.2 nm, close to the mean free path. The phase time is then less than four scattering times, so the condition $\tau\ll\tau_\phi$ fails. The formula gives about 0.004 S/cm at 1 T; keeping the full ladder step lowers this by a factor of several, to below 0.001 S/cm.

### Beside real films

The density and mobility chosen are roughly those of conducting amorphous indium-zinc-oxide electrodes. Transistor channels usually have far fewer carriers, and with a small $k_Fl_e$ the expansion used here fails. The phase time is an assumed value that varies between samples and with temperature. The thickness is far from typical: electrodes are often 100 to 200 nm thick, and channels a few tens of nanometres. Real devices thus break the assumption of a thick film. At 50 nm and with the assumed phase time of 100 ps, this changes the 1 T result by a factor of about four; a shorter phase time makes the factor smaller. To use the slope 2.91 S/cm per $\sqrt{\mathrm T}$ as a test of three-dimensional weak localization, one needs a film with $l_e\ll l_B\ll L_\phi$, $l_B\ll t_f$, $k_Fl_e\gg1$ and weak spin-orbit scattering, and a fit that allows for the offset. Interaction corrections must also be small or subtracted: the Zeeman term adds its own negative $\sqrt B$ slope once the Zeeman energy exceeds $k_BT$, up to about a quarter of the universal one for the example with coupling one. The surface term raises the slope by a share of about $l_B/(0.605\,t_f)$, which at 1 T is 4 % for 1000 nm and 21 % for 200 nm. The full set of computed values is in the numerical output below.

## Computed values

```
F(0) = 0.60490
coefficient of delta in small-delta F = 2.3883
e^2/(2 pi^2 hbar) = 1.2331e-05 S
sqrt(B) coefficient = 2.907 S/cm per sqrt(T)
Example inputs (rough typical values):
density = 1.0e+20 cm^-3
mobility = 40 cm2/Vs
effective mass = 0.30 m_e
phase time = 100 ps, temperature = 2 K
film thickness = 1000 nm
Derived quantities:
k_F = 1.436 nm^-1, Fermi energy = 0.262 eV
Fermi velocity = 5.541e+05 m/s
scattering time = 6.82 fs
mean free path = 3.78 nm, k_F l_e = 5.43
diffusion constant = 6.98 cm2/s
phase-coherence length = 264.3 nm
Drude conductivity = 640.9 S/cm
field where l_B = L_phi: 9.43 mT
offset -e^2/(2 pi^2 hbar L_phi) = -0.467 S/cm
B(T)  l_B(nm)  delta  F  dsigma(S/cm)  sqrt-law(S/cm)  exponent
 0.01  256.56 2.356e-01 0.1007 0.0484 0.2907 1.399
 0.10   81.13 2.356e-02 0.3529 0.5364 0.9194 0.782
 1.00   25.66 2.356e-03 0.5134 2.4678 2.9075 0.584
 5.00   11.47 4.713e-04 0.5626 6.0467 6.5013 0.537
sqrt-law within 10 % above B = 2.91 T
there l_B = 15.04 nm, l_B/L_phi = 0.0569
Neglected effects at 1 T:
dsigma/sigma0 = 0.385 %
4 D tau/l_B^2 = 0.0290 (1 T), 0.1448 (5 T)
share of loops shorter than tau = 0.0150 %
1/(k_F l_e) = 0.184
film of 1000 nm: dsigma = 2.721 S/cm, film/bulk = 1.102
film of 50 nm: dsigma = 10.316 S/cm, film/bulk = 4.180
classical magnetoconductivity = -0.0103 S/cm
Zeeman energy/kT = 0.672
Zeeman interaction term (coupling 1) = -0.0213 S/cm
spin factor, strong spin-orbit = -0.499
spin-orbit length for a 10 % drop = 266 nm
kT/E_F at 2 K = 6.58e-04, at 300 K = 0.099
300 K, phase time hbar/kT = 25.5 fs: L_phi = 4.22 nm
300 K: dsigma at 1 T = 0.00355 S/cm
```
